Localisation and Hopping of One Electron Between Two Cerium Sites, part 1

(Sections cited here and not found follow in the second part.)

## First half: the threshold and the barrier

Ceria particles are used as abrasives for polishing silica. A cerium ion in ceria is nominally Ce⁴⁺. An excess electron, left for instance by a missing oxygen atom, can sit on one cerium ion and turn it into Ce³⁺. The larger Ce³⁺ ion pushes its oxygen neighbours outwards, and this distortion lowers the energy of the electron where it sits. Against this works the transfer of the electron to the next cerium ion, which favours equal sharing. The problem treats this competition for two equivalent sites and asks when the electron localises, and what energy it then needs in order to hop.

**The model.** Each site i = 1, 2 has one orbital and one local breathing coordinate x_i, positive when the oxygen shell expands. The electron has occupation n_i on site i, with n₁ + n₂ = 1. The Hamiltonian is

H = T_lat + (K/2)(x₁² + x₂²) − F(x₁n₁ + x₂n₂) − t(|1⟩⟨2| + |2⟩⟨1|).

Here K is the spring constant, F > 0 the force that the electron exerts on the mode of its own site, and t > 0 the transfer energy. T_lat is the kinetic energy of the two modes, each of mass M. The coupling is linear, the springs are harmonic, and t doesn't depend on the distortion. Spin plays no part, because there is one electron and no term acts on its spin.

In this half the lattice is classical and the electron is in its lowest state for every given distortion. This is the adiabatic picture: T_lat is set aside, and the lowest electronic eigenvalue serves as the potential energy of the lattice.

### (a) Which distortion distinguishes the two sites?

Introduce a symmetric and an antisymmetric coordinate, and show that the electron's choice of site involves the antisymmetric one alone.

**Solution.** Define

Q = (x₁ + x₂)/√2,  q = (x₁ − x₂)/√2.

The inverse relations are

x₁ = (Q + q)/√2,  x₂ = (Q − q)/√2.

Squaring and adding gives x₁² + x₂² = Q² + q², since the cross terms +Qq and −Qq cancel. The velocities transform in the same way, so each new mode also has mass M.

Let σz = n₁ − n₂ be the charge difference and σx = |1⟩⟨2| + |2⟩⟨1| the transfer operator. The coupling becomes

x₁n₁ + x₂n₂ = [Q(n₁ + n₂) + q(n₁ − n₂)]/√2 = (Q + qσz)/√2.

The potential and electronic part of H is therefore a sum of two independent pieces:

H_Q = KQ²/2 − FQ/√2,

H_q = Kq²/2 − (F/√2) qσz − tσx.

The first contains no electronic operator. Its minimum follows from KQ − F/√2 = 0:

Q = F/(√2 K),  H_Q = F²/(4K) − F²/(2K) = −F²/(4K).

The symmetric mode feels the total charge, which is one electron wherever that electron sits. It contributes a constant to the energy and has no effect on energy differences between different values of q. In these two coordinates, the separation needs equal K and equal F on the two sites.

### (b) What is the adiabatic energy as a function of q?

Find the two electronic energies and the charge difference in the lower state. Express them through a suitable energy scale of the lattice.

**Solution.** Write u = Fq/√2, which is an energy. In the basis |1⟩, |2⟩ the electronic part of H_q is the matrix

−uσz − tσx = [ −u, −t ; −t, +u ].

Its trace is zero and its determinant is −u² − t². The eigenvalues are thus opposite in sign, with product −(u² + t²):

±S, where S = √(u² + t²).

The elastic energy must be written in u as well. From q = √2 u/F,

Kq²/2 = (K/2)(2u²/F²) = Ku²/F² = u²/λ, with λ = F²/K.

The energies of the antisymmetric problem are

E±(u) = u²/λ ± √(u² + t²).

The total energy has the constant −F²/(4K) = −λ/4 in addition.

The scale λ has a direct meaning. For t = 0 and the electron on site 1, the energy is u²/λ − u, with its minimum at u = λ/2, where it equals −λ/4. If the electron is moved to site 2 while the lattice stays fixed, the energy at the same u is u²/λ + u = λ/4 + λ/2 = 3λ/4. The vertical difference is λ. It is the reorganisation energy: the price of moving the charge without moving the atoms. The relaxation energy of an isolated site is F²/(2K), from minimising Kx²/2 − Fx, and is half of λ. Formulas written in terms of that energy differ from those below by factors of two.

For the charge difference, use the fact that the derivative of an eigenvalue with respect to a parameter is the expectation value of the derivative of the matrix. The derivative of −uσz − tσx with respect to u is −σz, and the lower eigenvalue is −S. Hence

−⟨σz⟩ = −dS/du = −u/S,

⟨σz⟩ = u/√(u² + t²).

At u = 0 the electron is shared equally. For |u| much larger than t it sits almost wholly on the site whose shell is expanded.

### (c) When does the undistorted pair become unstable?

Find the condition under which the equally shared state is no longer a minimum of the lower surface.

**Solution.** Differentiate E₋(u) = u²/λ − S, using dS/du = u/S:

dE₋/du = 2u/λ − u/S.

This vanishes at u = 0 for any λ, as symmetry requires. For the second derivative we need

d(u/S)/du = 1/S − u²/S³ = (S² − u²)/S³ = t²/S³,

so that

d²E₋/du² = 2/λ − t²/S³.

To obtain the curvature in q, multiply by (du/dq)² = F²/2 = Kλ/2:

d²E₋/dq² = K[1 − λt²/(2S³)].

At q = 0, where S = t, this becomes

d²E₋/dq² = K[1 − λ/(2t)].

The undistorted state is stable for λ < 2t and unstable for λ > 2t. The localisation threshold is

**λ = 2t**, or equivalently F = √(2tK).

The first term in the bracket is the spring. The second is the softening caused by the electron, which follows the distortion and gains energy by doing so. A large t makes the electron stiff, since mixing in the upper electronic state then costs a gap of 2t.

At the threshold itself the quadratic term is absent, and the next term decides. Expanding the root for |u| < t,

S = t + u²/(2t) − u⁴/(8t³) + …,

E₋ = −t + u²[1/λ − 1/(2t)] + u⁴/(8t³) − ….

The quartic coefficient is positive. The minimum therefore moves away from u = 0 continuously, without a jump, as λ grows through 2t.

### (d) Where are the localised minima, and how much charge is displaced?

**Solution.** For u ≠ 0 the condition dE₋/du = 0 can be divided by u:

2/λ = 1/S, so S = λ/2.

Since S² = u² + t²,

u_m² = λ²/4 − t² = (λ²/4)(1 − 4t²/λ²).

A real, nonzero solution needs λ > 2t, the same condition as in (c). Define

m = √(1 − 4t²/λ²).

Then u_m = ±λm/2. The distortion is q_m = √2 u_m/F = ±λm/(√2 F), and with λ = F²/K this is

q_m = ±q₀m,  q₀ = F/(√2 K).

Here q₀ is the position of the minimum for t = 0. The charge difference is

⟨σz⟩ = u_m/S = (±λm/2)/(λ/2) = ±m.

The same factor m thus reduces both the distortion and the displaced charge. The curvature at these points follows from the formula in (c) with S³ = λ³/8:

d²E₋/dq² = K[1 − 4t²/λ²] = Km².

It is positive for λ > 2t, so both points are minima.

Two limits show the behaviour. For λ much larger than 2t, m approaches 1 and each well holds nearly one whole electron on one site. Just above the threshold, put λ = 2t + δ with δ much smaller than t. Then 4t²/λ² = (1 + δ/(2t))⁻² ≈ 1 − δ/t, and m ≈ √(δ/t). The square root makes the charge difference rise steeply, but it starts from zero.

### (e) What is the adiabatic hopping barrier?

Find the least energy needed to take the lattice from one minimum to the other while the electron stays on the lower surface.

**Solution.** Any continuous path from q > 0 to q < 0 must pass q = 0. On the line q = 0 the lowest energy is reached with Q at its relaxed value. No path can therefore cross at an energy below E₋(0), apart from the common constant −λ/4. A path with Q relaxed throughout reaches exactly this height, because for λ > 2t the derivative dE₋/du = u(2/λ − 1/S) is negative between u = 0 and u_m: there S < λ/2. The energy falls steadily from the crest into the well. The crest is the saddle point.

Its energy is E₋(0) = −t. In the well, with S = λ/2,

E₋(u_m) = u_m²/λ − λ/2
= (λ²/4 − t²)/λ − λ/2
= λ/4 − t²/λ − λ/2
= −λ/4 − t²/λ.

The barrier is the difference:

Δ = −t − (−λ/4 − t²/λ) = λ/4 − t + t²/λ.

Over the common denominator 4λ the numerator is λ² − 4λt + 4t², a perfect square:

**Δ = (λ − 2t)²/(4λ)**, for λ > 2t.

Each term has a meaning. The two t = 0 parabolas cross at λ/4 above their minima. The transfer lowers the crest by t. It also lowers the wells, by t²/λ, which is the second-order gain from mixing in the other site across the gap λ. The lowering of the wells adds to the barrier.

Just above the threshold, Δ ≈ δ²/(8t), which is quadratic in the distance δ from the threshold. The barrier thus appears very gently. When it is smaller than the thermal energy k_BT, or than the vibrational energy of the well, there is no lasting localisation even though two minima exist.

The sensitivity to the two parameters follows by differentiation:

∂Δ/∂t = −1 + 2t/λ,  ∂Δ/∂λ = 1/4 − t²/λ².

For strong coupling a change in t acts on the barrier almost one to one, and a change in λ by about a quarter.

### (f) Evaluate the threshold and the barrier for a ceria-like pair.

Take the round values K = 800 eV/nm², F = 40 eV/nm and t = 0.10 eV.

**Solution.** The reorganisation energy is

λ = F²/K = 1600/800 eV = 2.0 eV.

The threshold is at 2t = 0.20 eV, so the pair lies ten times above it. At fixed K and t, the threshold force is √(2 × 0.10 × 800) eV/nm = 12.65 eV/nm, against the chosen 40 eV/nm.

The charge difference is

m = √(1 − 0.04/4) = √0.99 = 0.995.

The occupied site holds (1 + m)/2, or 99.7 percent of the electron. With q₀ = 40/(√2 × 800) nm = 0.0354 nm, the distortion is q_m = 0.0352 nm. The local coordinate of the occupied site is F(1 + m)/(2K), close to 0.050 nm. If x is the normalised breathing coordinate of eight oxygen neighbours, each moves by 0.050/√8 nm, or about 0.018 nm.

The barrier is

Δ = (2.0 − 0.2)²/(4 × 2.0) eV = 3.24/8 eV = **0.405 eV**, or 39.1 kJ/mol.

Term by term, this is 0.500 − 0.100 + 0.005 eV.

With λ fixed, halving t raises the barrier to 0.451 eV and doubling it lowers the barrier to 0.320 eV. With t fixed, a λ lower by 10 percent gives 0.356 eV.

The threshold and the barrier were also tested without the separation into Q and q, by direct numerical minimisation over x₁ and x₂. At K = 800 eV/nm² and t = 0.10 eV, forces of 8 and 12 eV/nm gave an equally shared electron, and forces of 13.5, 20 and 40 eV/nm a localised one. The charge differences agreed with the formula within 10⁻⁴ and the barriers within 10⁻⁹ eV.

## Second half: hopping rate and limits of the picture

The first half gave the lower energy surface E₋(u) = u²/λ − S, with S = √(u² + t²), u = Fq/√2 and λ = F²/K. Here q is the antisymmetric distortion, K the spring constant, F the coupling force and t the transfer energy. For λ > 2t there are two minima at q = ±q₀m, with q₀ = F/(√2 K) and charge difference ±m, where m = √(1 − 4t²/λ²). They are separated by Δ = (λ − 2t)²/(4λ). The curvature is Km² in the wells and K[1 − λ/(2t)] at the crest. The example has λ = 2.0 eV, t = 0.10 eV and Δ = 0.405 eV.

The mass of the mode is now needed. We take M = 16 u, the mass of oxygen, since the oxygen shell moves. With ω = √(K/M), the vibrational quantum is ħω = 0.0457 eV. The temperature is 320 K, a warm polishing temperature, where k_BT = 0.0276 eV.

### (g) How often does the electron hop if the lattice is classical?

**Solution.** Let the lattice be in thermal equilibrium in one well, and count the crossings of q = 0 towards the other. The rate is the mean one-way flux through the crest, divided by the population of the well. With velocity v along q,

k = A exp[−E₋(0)/k_BT] / ∫_well exp[−E₋(q)/k_BT] dq,

A = ∫₀^∞ v exp[−Mv²/(2k_BT)] dv / ∫₋∞^∞ exp[−Mv²/(2k_BT)] dv.

The upper integral is k_BT/M and the lower one is √(2πk_BT/M), so A = √(k_BT/(2πM)).

In the well, replace E₋ by its parabola of curvature Km² = Mω_w², with ω_w = ωm. The Gaussian integral is

∫_well exp[−E₋/k_BT] dq ≈ exp[−E₋(q_m)/k_BT] √(2πk_BT/(Mω_w²)).

In the ratio, the factors k_BT and M cancel:

k = (ω_w/2π) exp(−Δ/k_BT).

This is the classical transition-state rate. It assumes that each crossing ends in the other well, with the energy lost to the surroundings before the lattice swings back. An isolated single mode has no surroundings to take up the energy, so this assumption concerns the rest of the solid.

In the example ω_w/2π = 1.10 × 10¹³ s⁻¹ and Δ/k_BT = 14.69, so

k ≈ 1.10 × 10¹³ × 4.2 × 10⁻⁷ s⁻¹ ≈ 4.6 × 10⁶ s⁻¹.

Numerical integration over the true well shape gives the same value to the digits shown. At 300 K the rate is 1.7 × 10⁶ s⁻¹ and at 340 K it is 1.1 × 10⁷ s⁻¹, with all model parameters held fixed.

For two equivalent sites with a classical lattice, this part has established the localisation threshold λ = 2t, the barrier Δ = (λ − 2t)²/(4λ) and the hopping rate, about 4.6 × 10⁶ s⁻¹ in the example at 320 K. What remains is charge motion during a polishing contact, the effect of inequivalent sites, the quantum corrections to the threshold and the rate, and the comparison with real ceria.

Numerical values quoted here were computed with a short program.
